\section*{Zero-Wavevector Term and Charge Neutrality in the Two-Dimensional Ewald Sum}

\section*{Setting}

Point charges $q_i$ sit at $(\mathbf s_i,z_i)$ in a cell of area $A$. The cell repeats along the lateral lattice vectors $\mathbf R$ but not along $z$, with vacuum on both sides. The reciprocal vectors $\mathbf G$ are lateral, $Q=\sum_i q_i$ is the cell charge, $p_z=\sum_i q_iz_i$, and $z_{ij}=z_i-z_j$. Hartree atomic units are used until the numerical parts, so two charges interact through $1/r$. The Ewald method splits this as
\begin{equation}
\frac1r=\frac{\operatorname{erfc}(\alpha r)}{r}+\frac{\operatorname{erf}(\alpha r)}{r},\qquad \alpha>0 .
\end{equation}
The first part is summed over $\mathbf R$, the second over $\mathbf G$. The splitting parameter $\alpha$ has no physical meaning.

\section*{(a) The long-range part at finite wavevector}

\textbf{Question.} Find the lateral Fourier transform $K_G(z)$ of $\operatorname{erf}(\alpha r)/r$ for $G>0$.

\textbf{Solution.} The substitution $u=tr$ in the definition of the error function gives
\begin{equation}
\frac{\operatorname{erf}(\alpha r)}{r}=\frac{2}{\sqrt\pi}\int_0^\alpha e^{-t^2(s^2+z^2)}\,dt .
\end{equation}
The lateral transform of the Gaussian is $\int d^2s\,e^{-i\mathbf G\cdot\mathbf s}e^{-t^2s^2}=(\pi/t^2)e^{-G^2/4t^2}$, so
\begin{equation}
K_G(z)=2\sqrt\pi\int_0^\alpha \frac{dt}{t^2}\,e^{-t^2z^2-G^2/4t^2}. \label{KGint}
\end{equation}
To integrate, consider
\begin{equation}
F(t)=e^{Gz}\operatorname{erfc}\!\Big(\frac{G}{2t}+tz\Big)+e^{-Gz}\operatorname{erfc}\!\Big(\frac{G}{2t}-tz\Big).
\end{equation}
Since $(G/2t\pm tz)^2=G^2/4t^2\pm Gz+t^2z^2$, the prefactors $e^{\pm Gz}$ cancel against the derivatives of the error functions:
\begin{align}
F'(t)&=-\frac{2}{\sqrt\pi}e^{-t^2z^2-G^2/4t^2}\Big[\Big(-\frac{G}{2t^2}+z\Big)+\Big(-\frac{G}{2t^2}-z\Big)\Big]\nonumber\\
&=\frac{2G}{\sqrt\pi\,t^2}\,e^{-t^2z^2-G^2/4t^2}.
\end{align}
As $t\to0^+$ both arguments tend to $+\infty$ and $F\to0$. The integral in (\ref{KGint}) is therefore $\sqrt\pi F(\alpha)/2G$, and
\begin{equation}
K_G(z)=\frac{\pi}{G}\Big[e^{Gz}\operatorname{erfc}\!\Big(\frac{G}{2\alpha}+\alpha z\Big)+e^{-Gz}\operatorname{erfc}\!\Big(\frac{G}{2\alpha}-\alpha z\Big)\Big].
\end{equation}

\section*{(b) The limit of zero wavevector}

\textbf{Question.} Let the wavevector tend to zero. Separate the divergent from the finite part of the energy per cell.

\textbf{Solution.} Expand the square bracket to first order in $G$. At $G=0$ it equals $\operatorname{erfc}(\alpha z)+\operatorname{erfc}(-\alpha z)=2$. Its derivative at $G=0$ has one part from the exponentials and one from the arguments:
\begin{equation}
z\big[\operatorname{erfc}(\alpha z)-\operatorname{erfc}(-\alpha z)\big]-2\cdot\frac{2}{\sqrt\pi}\,\frac{1}{2\alpha}\,e^{-\alpha^2z^2}
=-2z\operatorname{erf}(\alpha z)-\frac{2e^{-\alpha^2z^2}}{\alpha\sqrt\pi}.
\end{equation}
Multiplication by $\pi/G$ gives $K_G(z)=2\pi/G+K_0(z)+O(G)$, with
\begin{equation}
K_0(z)=-2\pi\Big[z\operatorname{erf}(\alpha z)+\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}\Big]. \label{K0}
\end{equation}
The energy contribution is $\frac1{2A}\sum_{ij}q_iq_jK_G(z_{ij})e^{i\mathbf G\cdot\mathbf s_{ij}}$. The phase adds a term proportional to $i\mathbf G\cdot\mathbf s_{ij}/G$, which is finite but odd under $i\leftrightarrow j$ and sums to zero. What remains is
\begin{equation}
\frac{\pi Q^2}{AG}+E_0,\qquad
E_0=-\frac{\pi}{A}\sum_{ij}q_iq_j\Big[z_{ij}\operatorname{erf}(\alpha z_{ij})+\frac{e^{-\alpha^2z_{ij}^2}}{\alpha\sqrt\pi}\Big]. \label{E0}
\end{equation}
The terms $i=j$ are included. For $Q=0$ the divergent term vanishes before the limit is taken, and $E_0$ is the whole contribution. For $Q\ne0$ the energy is infinite, because equal sheets of charge repel over an unbounded area; $E_0$ is then a finite part left by a subtraction.

A different regulator leaves the same finite part. Set $G=0$ in (\ref{KGint}), start the integral at $\varepsilon$, and integrate by parts:
\begin{equation}
2\sqrt\pi\int_\varepsilon^\alpha\frac{e^{-t^2z^2}}{t^2}dt
=2\sqrt\pi\Big[\frac{e^{-\varepsilon^2z^2}}{\varepsilon}-\frac{e^{-\alpha^2z^2}}{\alpha}-2z^2\!\int_\varepsilon^\alpha\! e^{-t^2z^2}dt\Big]
\to\frac{2\sqrt\pi}{\varepsilon}+K_0(z),
\end{equation}
because $2z^2\int_0^\alpha e^{-t^2z^2}dt=\sqrt\pi\,z\operatorname{erf}(\alpha z)$. The subtracted constant depends on neither $z$ nor $\alpha$.

\section*{(c) Does neutrality make this term independent of $\alpha$?}

\textbf{Question.} Find $dE_0/d\alpha$, its sign, and the limits of $E_0$ for a neutral cell.

\textbf{Solution.} Differentiating the bracket in (\ref{E0}) gives
\begin{equation}
\frac{2z^2}{\sqrt\pi}e^{-\alpha^2z^2}-\frac{2z^2}{\sqrt\pi}e^{-\alpha^2z^2}-\frac{e^{-\alpha^2z^2}}{\alpha^2\sqrt\pi}=-\frac{e^{-\alpha^2z^2}}{\alpha^2\sqrt\pi},
\end{equation}
and therefore
\begin{equation}
\frac{dE_0}{d\alpha}=\frac{\sqrt\pi}{A\alpha^2}\sum_{ij}q_iq_je^{-\alpha^2z_{ij}^2}
=\frac{1}{2A\alpha^3}\int_{-\infty}^{\infty}d\kappa\,e^{-\kappa^2/4\alpha^2}\Big|\sum_iq_ie^{i\kappa z_i}\Big|^2\ge0 . \label{slope}
\end{equation}
The second form uses $e^{-\alpha^2z^2}=(2\alpha\sqrt\pi)^{-1}\int d\kappa\,e^{-\kappa^2/4\alpha^2}e^{i\kappa z}$. It vanishes only if $\sum_iq_ie^{i\kappa z_i}=0$ for all $\kappa$. Exponentials with different $z_i$ are linearly independent, so each plane of constant $z$ must then be neutral by itself. Neutrality of the cell is not enough: in a neutral layer with charged planes, $E_0$ rises with $\alpha$.

For small $\alpha$ the bracket in (\ref{E0}) is
\begin{equation}
\frac{1}{\sqrt\pi}\Big[\frac1\alpha+(2-1)\alpha z^2+\Big(-\frac23+\frac12\Big)\alpha^3z^4+\dots\Big].
\end{equation}
With $Q=0$ the first term drops out and $\sum_{ij}q_iq_jz_{ij}^2=-2p_z^2$, so
\begin{equation}
E_0\simeq\frac{2\sqrt\pi\,\alpha\,p_z^2}{A}.
\end{equation}
In a neutral layer with $p_z=0$ the cubic term comes next. Then $\sum_{ij}q_iq_jz_{ij}^4=6M^2$ with $M=\sum_iq_iz_i^2$, and $E_0\simeq\sqrt\pi\,\alpha^3M^2/A$.

For large $\alpha$, $z\operatorname{erf}(\alpha z)\to|z|$ and the Gaussian term vanishes:
\begin{equation}
E_0\to-\frac{\pi}{A}\sum_{ij}q_iq_j|z_{ij}| . \label{plates}
\end{equation}
For a neutral cell this is the energy of the charges after each has been spread uniformly over its plane, a stack of capacitor plates.

\section*{(d) What compensates the change}

\textbf{Question.} Show which terms cancel the $\alpha$-dependence of $E_0$, and whether neutrality is needed.

\textbf{Solution.} The real-space sum also has a lateral average. With $s\,ds=r\,dr$ at fixed $z$, and one integration by parts,
\begin{align}
\int d^2s\,\frac{\operatorname{erfc}(\alpha r)}{r}&=2\pi\int_{|z|}^\infty\operatorname{erfc}(\alpha r)\,dr\nonumber\\
&=2\pi\Big[\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}-|z|\operatorname{erfc}(\alpha|z|)\Big].
\end{align}
Adding $K_0(z)$ cancels the Gaussian terms, and $\operatorname{erf}+\operatorname{erfc}=1$ leaves
\begin{equation}
-2\pi|z|, \label{absz}
\end{equation}
the potential of a sheet with unit charge per unit area. The zero mode of the full interaction is free of $\alpha$; its division between the two sums is not.

For the complete energy $E=\frac12\sum_{ij}q_iq_j\Phi_{ij}$, the pair function is, with $r_{\mathbf R}=|\mathbf r_{ij}+\mathbf R|$,
\begin{equation}
\Phi_{ij}=\sum_{\mathbf R}\frac{\operatorname{erfc}(\alpha r_{\mathbf R})}{r_{\mathbf R}}
+\frac1A\sum_{\mathbf G\ne0}K_G(z_{ij})\cos(\mathbf G\cdot\mathbf s_{ij})+\frac{K_0(z_{ij})}{A}-\delta_{ij}\frac{2\alpha}{\sqrt\pi}.
\end{equation}
For $i=j$ the term $\mathbf R=0$ is omitted. The last term removes the interaction of a charge with its own long-range potential, $\operatorname{erf}(\alpha r)/r\to2\alpha/\sqrt\pi$ at $r\to0$.

Since $\partial_\alpha[\operatorname{erfc}(\alpha r)/r]=-(2/\sqrt\pi)e^{-\alpha^2r^2}$, the derivative of the self term, $-2/\sqrt\pi$, supplies the omitted $\mathbf R=0$ term. The sum over $\mathbf R$ is then complete, and Poisson summation gives
\begin{equation}
-\frac{2}{\sqrt\pi}\sum_{\mathbf R}e^{-\alpha^2r_{\mathbf R}^2}
=-\frac{2\sqrt\pi}{A\alpha^2}\sum_{\mathbf G}e^{-\alpha^2z_{ij}^2-G^2/4\alpha^2}\cos(\mathbf G\cdot\mathbf s_{ij}).
\end{equation}
By (\ref{KGint}), $\partial_\alpha K_G=(2\sqrt\pi/\alpha^2)e^{-\alpha^2z^2-G^2/4\alpha^2}$, which cancels every term with $\mathbf G\ne0$. By (\ref{K0}), $\partial_\alpha K_0=(2\sqrt\pi/\alpha^2)e^{-\alpha^2z^2}$, which cancels the term $\mathbf G=0$. Each $\Phi_{ij}$ is independent of $\alpha$, and neutrality has not been used.

A direct sum that needs no regulator confirms the neutral case. Take cell vectors $(1,0)$ and $(0.3,1.1)$, with charges $1,-0.7,0.5,-0.8$ at $(0,0,0)$, $(0.45,0.3,0.35)$, $(0.2,0.7,-0.25)$, $(0.7,0.6,0.1)$. Distant neutral cells interact as dipoles. Averaged over direction this gives $(p_z^2-p_\parallel^2/2)/R^3$, with $p_\parallel$ the lateral dipole, so cells beyond a radius $L$ add $\pi(p_z^2-p_\parallel^2/2)/(AL)$ to the energy per cell. The sum over cells within $L=300$, plus this tail, differs from the Ewald energy at $\alpha=2$ by $1.5\times10^{-7}$ in these dimensionless units.

\section*{(e) What neutrality does remove}

\textbf{Question.} Add a constant $c(\alpha)$ to every $\Phi_{ij}$. When does the energy notice? Then give a charged layer a physical energy.

\textbf{Solution.} The energy changes by
\begin{equation}
\frac{c(\alpha)}{2}\sum_{ij}q_iq_j=\frac{c(\alpha)\,Q^2}{2}.
\end{equation}
Such a constant enters if the long-range zero mode is pinned to vanish at $z=0$, that is, if $K_0(z)$ is replaced by $K_0(z)-K_0(0)$. Since $K_0(0)=-2\sqrt\pi/\alpha$,
\begin{equation}
c(\alpha)=\frac{2\sqrt\pi}{A\alpha},\qquad E_{\rm pinned}=E+\frac{\sqrt\pi\,Q^2}{A\alpha}. \label{pinned}
\end{equation}
A charged cell now has an energy that drifts with $\alpha$; a neutral cell does not. This is the sense in which neutrality removes dependence on the splitting parameter: it removes the effect of any constant in the zero mode, whether that constant is divergent, arbitrary or a function of $\alpha$. The $z$-dependent part of $E_0$ is compensated by the real-space sum, as in (d).

The kernel (\ref{K0}) makes the charged-cell energy independent of $\alpha$, but not yet physical, since another subtraction could add a fixed multiple of $Q^2$. A counter-charge settles the matter. Let a uniform sheet at $z_b$ carry $-Q$ per cell. By (\ref{absz}) its interaction with $q_i$ is $(-Q)q_i(-2\pi|z_i-z_b|/A)$, and its self-energy is zero because $|z|=0$ within the sheet. Hence
\begin{equation}
E_{\rm total}=E+\frac{2\pi Q}{A}\sum_iq_i|z_i-z_b| . \label{sheet}
\end{equation}
If all charges lie in the plane $z_b$, the added term is zero, so $E$ is then the energy with a background in that same plane. If the sheet lies above all charges, the added term is $2\pi Q(Qz_b-p_z)/A$. It grows linearly with $z_b$, as the energy of a capacitor at fixed charge must. The energies of charged layers with different $Q$ or $A$ can therefore be compared only after the position of the counter-charge is stated.

\section*{(f) A neutral three-plane layer}

\textbf{Question.} A hexagonal layer has lattice constant $0.32$ nm, charge $+1\,e$ at $z=0$, and $-0.5\,e$ at each of $z=\pm0.16$ nm, one above and one below the centre of the same triangle of positive sites. Evaluate $E_0$ at $\alpha=5$ nm$^{-1}$ and for $\alpha\to\infty$, and compare with the full energy.

\textbf{Solution.} The area is $A=(\sqrt3/2)(0.32)^2=0.08868$ nm$^2$, and energies follow from $e^2/4\pi\epsilon_0=1.440$ eV\,nm. Let $f(z)$ be the bracket in (\ref{E0}). At $\alpha=5$ nm$^{-1}$, $f(0)=0.1128$, $f(0.16)=0.1782$ and $f(0.32)=0.3212$ nm. The diagonal terms have weight $1+0.25+0.25=1.5$, the four ordered pairs of unlike charges $4(-0.5)=-2$, and the two ordered pairs of outer charges $2(0.25)=0.5$:
\begin{equation}
\sum_{ij}q_iq_jf=1.5(0.1128)-2(0.1782)+0.5(0.3212)\approx-0.0266\ \text{nm}.
\end{equation}
Then $E_0=1.440\,\pi(0.0266)/0.08868\approx1.36$ eV. For $\alpha\to\infty$, (\ref{plates}) needs $-2(0.16)+0.5(0.32)=-0.16$ nm, and $E_0\to1.440\,\pi(0.16)/0.08868=8.16$ eV.

The parts of the energy, in eV per cell, are:

\begin{center}
\begin{tabular}{rrrrrr}
$\alpha$ (nm$^{-1}$) & real & self & $G>0$ & $G=0$ & total\\
5 & $-1.023$ & $-6.093$ & 0.039 & 1.359 & $-5.718$\\
8 & $-0.094$ & $-9.749$ & 1.109 & 3.016 & $-5.718$\\
12 & $-0.001$ & $-14.623$ & 4.329 & 4.577 & $-5.718$
\end{tabular}
\end{center}

The zero mode rises by 3.22 eV between the first and last rows, although the cell is neutral, and the sum of the other three parts falls by the same amount. The total is $-5.718$ eV, or $-0.2101$ hartree. Without the zero mode the energy would be $-7.08$, $-8.73$ and $-10.29$ eV: too low, and dependent on $\alpha$. The layer has $p_z=0$, so a vanishing dipole does not justify leaving the term out.

\section*{(g) The same layer as a gated channel}

\textbf{Question.} Add $5\times10^{12}$ electrons/cm$^2$ at the positive sites, with the counter-charge on a uniform gate sheet 3 nm away across vacuum. Find the gate voltage drop, and the electron level at the positive site in both conventions of (e).

\textbf{Solution.} The density is $n=0.05$ nm$^{-2}$, or $x=nA=0.00443$ electrons per cell, so the layer has $Q=-x$. The model places this fraction of an electron on every positive site and holds all charges fixed, so the layer does not screen. The field in the gap is $4\pi n(1.440)=0.905$ V/nm, that is 9.05 MV/cm. The drop that the carriers produce over 3 nm is 2.71 V, which is also the difference between the vacuum levels on the two sides of the system. The step of the laterally averaged potential between the ion planes, $2\pi(1.440)(0.16)/A=16.3$ V, is present with or without doping and is not counted. The capacitor energy is $\frac12(0.00443)(2.714)$ eV $=6.0$ meV per cell.

The electron level is taken as $-\sum_jq_j\Phi_{ij}$ at the positive site. It leaves out the attraction of the ion on that site, so its positive value does not mean that the electron is unbound. Without the gate it is 2.217 eV for all three values of $\alpha$. Pinning adds $-Qc=2\sqrt\pi\,n/\alpha$, which at $\alpha=5$ nm$^{-1}$ is $1.440(3.545)(0.05)/5=0.051$ eV. The pinned levels are 2.268, 2.249 and 2.238 eV for $\alpha=5$, 8 and 12 nm$^{-1}$, a spurious spread of 30 meV. That exceeds the thermal energy at 300 K, 26 meV.

With the gate included the pinned level is 3.574 eV at all three values, because the system is neutral and the constants cancel. The gate raises the level by $2\pi nd(1.440)=1.357$ eV, with $d=3$ nm, which is half the voltage drop. The reason is the reference. For a neutral system the kernel $-2\pi|z|$ puts the mean of the two vacuum levels at zero, and the vacuum behind the channel lies at $+1.357$ eV for an electron. Measured from that vacuum level, the electron is again at 2.217 eV.

Doping and gating together change the energy from $-5.718$ to $-5.702$ eV per cell. Of this 16 meV, 6 meV is capacitor energy; the remaining 10 meV is the change within the layer's own finite-part energy.

\textbf{Relation to a device.} The lattice constant, plane spacing and density are rough values for a monolayer MoS$_2$ transistor; the ionic charges are model choices. Of the assumptions examined here, the vacuum gap changes the voltage drop most. The applied gate voltage of a real device also contains the work-function difference between gate and channel and the effect of fixed charge in the insulator, which are not included. With density and thickness held fixed, an insulator of relative permittivity 4 lowers the drop to 0.68 V and the field to 2.3 MV/cm, about 0.23 of a rough breakdown field of 10 MV/cm. For a 3 eV barrier and a tunnelling mass of half the electron mass, the tunnelling exponent is 35. With an attempt rate of $10^{15}$ s$^{-1}$ this gives a leakage of about $3\times10^{-7}$ A/cm$^2$, without defects. The estimate depends exponentially on its inputs: a barrier of 2.5 eV lowers the exponent to 32 and raises the leakage to about $10^{-5}$ A/cm$^2$. Moving the carrier plane by 0.05 nm changes the vacuum drop by 0.05 V. For two spin-degenerate valleys and a band mass of half the electron mass, the band filling at zero temperature is 12 meV, and at 300 K the chemical potential lies 14 meV below the band edge; both are small beside the voltage drop.

The layer energy also depends on the model of the ions. Ionic charges smaller by 20\% change it to $-3.66$ eV, since it scales as charge squared, and Gaussian ions with density proportional to $e^{-r^2/2\sigma^2}$ and $\sigma=0.07$ nm raise it by 0.21 eV when the self-energy of each ion is left out; this shift falls steeply for narrower ions. Neither change alters the gap field, which Gauss's law fixes through $n$ and the permittivity of the gap. The point-charge energy also omits kinetic, exchange and correlation energies and is not a cohesive energy. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
largest pair-kernel error in tests: 2.3e-06 (dimensionless)
neutral-cell error against disc sum: 1.5e-07 (dimensionless)
lattice constant 0.32 nm, cell area 0.08868 nm^2
outer planes at +/-0.16 nm, gate at 3.0 nm
ion charges: metal +1.0 e, outer -0.5 e each
carrier density 5.0e+12 cm^-2 = 0.004434 electrons per cell
Undoped neutral layer, energies in eV per cell
alpha(1/nm)  real      self      G>0       G=0       total     without G=0
     5.0   -1.0226   -6.0931    0.0387    1.3587   -5.7183   -7.0770
     8.0   -0.0943   -9.7490    1.1087    3.0164   -5.7183   -8.7346
    12.0   -0.0006  -14.6234    4.3293    4.5765   -5.7183  -10.2948
G=0 part for infinite alpha: 8.1619 eV per cell
total: -5.7183 eV = -0.21014 hartree per cell
Doped layer: electron level at metal site in eV
alpha(1/nm)  standard, no gate  pinned, no gate  pinned, with gate
     5.0          2.21708          2.26813          3.57421
     8.0          2.21708          2.24898          3.57421
    12.0          2.21708          2.23835          3.57421
spurious spread of pinned level, no gate: 29.78 meV
gap field 9.048 MV/cm, voltage over the vacuum gap 2.714 V
capacitor energy 6.018 meV per cell
energy of doped layer with uniform gate: -5.7022 eV per cell
Neglected effects, from rough typical inputs
ion charges times 0.8: layer energy -3.6597 eV per cell
Gaussian ions of width 0.07 nm: energy change +0.2138 eV per cell
carrier plane moved 0.05 nm: voltage change 0.0452 V
insulator of relative permittivity 4: voltage 0.679 V
its field 2.262 MV/cm, rough breakdown field 10 MV/cm
field over breakdown field: 0.226
barrier 3.0 eV, tunnelling mass 0.5 electron masses
tunnelling exponent 35.43, attempt rate 1e+15 1/s
tunnelling leakage 3.3e-07 A/cm^2
band mass 0.5 electron masses, 2 valleys
zero-temperature band filling 11.97 meV
thermal energy at 300 K: 25.85 meV
chemical potential from band edge at 300 K: -13.69 meV
\end{verbatim}
